# Long-time diffusion of nondegenerate carriers in a cosine potential

## Problem

Nondegenerate carriers move along $x$ in the fixed potential energy

$$U(x)=A\cos(qx),\qquad L=\frac{2\pi}{q},\qquad a=\frac{A}{kT}.$$

Their microscopic diffusivity $D$ is uniform and related to the mobility $\mu$ by $D=\mu kT/e$. Carriers neither interact nor recombine, and until part (e) their momentum relaxes so fast that drift-diffusion holds at every point.

(a) Integrate the steady drift-diffusion equation over a period and find the coefficient $D_{\rm eff}$ that relates the current to the gradient of the cell-averaged density.

(b) Prove that the same coefficient governs the variance of a released packet, ${\rm Var}\,x/(2t)\to D_{\rm eff}$. Where does the mean position of the packet end up?

(c) Find the low-field mobility, and the limits of small and large $a$.

(d) Replace the continuum by a lattice master equation with $N$ sites per period. Find its diffusivity and compare it with numerical solutions.

(e) Find the first correction due to a finite mean free path.

(f) Evaluate the results for electrons in a thin silicon film under a grating gate at 300 K, with $\mu=500$ cm²/Vs, $L=500$ nm and $A=50$ meV, and estimate what the model neglects.

## Solution

Write $u=U/kT$, a prime for $d/dx$, and $\langle\cdot\rangle$ for the average over one period. An average over the carriers is written $E[\cdot]$.

### (a) Steady current

The particle current is the sum of diffusion and drift in the force $-U'$:

$$J=-Dn'-Du'n=-De^{-u}\,(ne^{u})'.$$

The second form follows from $(ne^u)'=e^u(n'+u'n)$. Define $z=ne^{u}$, which is constant in equilibrium. In a steady state $J$ is uniform, so $z'=-Je^{u}/D$, and integration over one period gives

$$z(x+L)-z(x)=-\frac{JL}{D}\langle e^{u}\rangle .$$

The right side does not depend on $x$. The cell-averaged density is $\bar n(x)=L^{-1}\int_x^{x+L}z\,e^{-u}dy$. Since $u$ is periodic, its change from one cell to the next is

$$\bar n(x+L)-\bar n(x)=\frac1L\int_x^{x+L}[z(y+L)-z(y)]e^{-u}dy=-\frac{JL}{D}\langle e^{u}\rangle\langle e^{-u}\rangle .$$

Dividing by $L$ gives the coarse gradient, and hence

$$J=-D_{\rm eff}\frac{\bar n(x+L)-\bar n(x)}{L},\qquad D_{\rm eff}=\frac{D}{\langle e^{u}\rangle\langle e^{-u}\rangle}.$$

If $D$ depends on position, it stays inside the integral of $z'$, and $\langle e^u\rangle/D$ becomes $\langle e^u/D(x)\rangle$.

The modified Bessel functions are the Fourier coefficients

$$I_n(a)=\frac1{2\pi}\int_0^{2\pi}e^{a\cos\theta}\cos n\theta\,d\theta .$$

Thus $\langle e^{u}\rangle=I_0(a)$. The shift $\theta\to\theta+\pi$ reverses the sign of the cosine, so $\langle e^{-u}\rangle=I_0(a)$ too, and

$$\boxed{D_{\rm eff}=\frac{D}{I_0(A/kT)^2}}$$

One factor $I_0$ comes from the resistance of the barrier tops, where $e^{u}$ is large. The other comes from the storage of carriers in the wells, where $e^{-u}$ is large.

### (b) Variance of a packet

The probability density $p(x,t)$ of a released carrier obeys $\partial_tp=D\,\partial_x[e^{-u}\partial_x(pe^{u})]$. For a smooth function $g$ of at most polynomial growth, two integrations by parts give

$$\frac{d}{dt}E[g]=-D\int g'e^{-u}\partial_x(pe^u)\,dx=D\int p\,e^{u}(e^{-u}g')'\,dx .$$

The boundary terms vanish because $p$ falls off faster than any power. Choose $g'=e^{u}/I_0$. Then $e^{-u}g'=1/I_0$ is constant, and $E[g]$ is conserved. For $g^2$ we have $e^{-u}(g^2)'=2g/I_0$, whose derivative is $2g'/I_0$. Multiplication by $e^{u}$ gives $2g'^2$, so

$$\frac{d}{dt}E[g^2]=2D\,E[g'^2].$$

The Fourier series $e^{a\cos\theta}=I_0+2\sum_{n\ge1}I_n\cos n\theta$ integrates to

$$g(x)=x+\chi(x),\qquad \chi(x)=\frac{2}{qI_0(a)}\sum_{n\ge1}\frac{I_n(a)}{n}\sin(nqx).$$

The part $\chi$ is periodic and bounded.

Since $g'^2$ is periodic, its mean needs just the density folded into one period, $P(x,t)=\sum_mp(x+mL,t)$. This obeys the same equation on a ring. Let $w=Pe^{u}-1/(LI_0)$. Normalization gives $\int e^{-u}w\,dx=0$, and the equation of motion gives

$$\frac{d}{dt}\int e^{-u}w^2dx=-2D\int e^{-u}w'^2dx .$$

To bound the right side, let $\bar w$ be the plain average of $w$. A weighted square deviation is smallest about the weighted mean, which is zero here, so $\int e^{-u}w^2\le\int e^{-u}(w-\bar w)^2$. Using $e^{-a}\le e^{-u}\le e^{a}$, and the fact that each nonconstant Fourier mode has wave number at least $q$,

$$\int e^{-u}w^2dx\le e^{a}\int(w-\bar w)^2dx\le\frac{e^{a}}{q^2}\int w'^2dx\le\frac{e^{2a}}{q^2}\int e^{-u}w'^2dx .$$

The squared deviation therefore decays at a rate of at least $2Dq^2e^{-2a}$, and $P\to e^{-u}/(LI_0)$. It follows that

$$E[g'^2]\to\frac1{I_0}\left\langle e^{-u}\frac{e^{2u}}{I_0^2}\right\rangle=\frac{\langle e^{u}\rangle}{I_0^3}=\frac1{I_0^2}.$$

Because $E[g]$ is constant, ${\rm Var}\,g/(2t)\to D/I_0^2$. Finally $x=g-\chi$, so the standard deviations of $x$ and $g$ differ by at most that of $\chi$, which is bounded. After division by $\sqrt t$ the difference vanishes, and ${\rm Var}\,x/(2t)\to D_{\rm eff}$.

For release at $x_0$, conservation gives $E[x]=g(x_0)-E[\chi]$. At late times $E[\chi]$ is an average of an odd function with the even weight $e^{-u}$, which is zero. The mean position therefore tends to $g(x_0)$: the packet keeps a permanent memory of its starting point, although its width grows without limit.

### (c) Mobility and limits

Add a small uniform force $F$, with $f=F/kT$, and seek a periodic steady density. Replacing $u$ by $u-fx$ in the current and integrating from 0 to $L$ gives

$$n(0)e^{u(0)}\left(e^{-fL}-1\right)=-\frac JD\int_0^Le^{u-fx}dx .$$

To first order in $f$, the left side is $-z_0fL$, with $z_0$ the equilibrium value of $ne^u$, and the integral is $LI_0$. Thus $J=Dfz_0/I_0$. The mean density is $\bar n=z_0I_0$, so the mean velocity is

$$\frac J{\bar n}=\frac{DF}{kT\,I_0^2},\qquad \mu_{\rm eff}=\frac{\mu}{I_0(a)^2}.$$

The Einstein relation survives on the coarse scale. The expansion is safe for $|F|L\ll kT$; the correction to the mobility is of second order in $fL$.

For small $a$, $I_0\approx1+a^2/4$ and $D_{\rm eff}/D\approx1-a^2/2$. The linear term is absent because reversing $A$ merely shifts the potential.

For large $a$ the integral for $I_0$ comes from small $\theta$, where $\cos\theta\approx1-\theta^2/2+\theta^4/24$. The Gaussian weight $e^{-a\theta^2/2}$ has $\overline{\theta^4}=3/a^2$, so

$$I_0(a)\approx\frac{e^{a}}{\sqrt{2\pi a}}\left(1+\frac1{8a}\right),\qquad \frac{D_{\rm eff}}D\approx2\pi a\,e^{-2a}\left(1-\frac1{4a}\right).$$

The exponent contains the full barrier $2A$. This is the hopping regime. With a quasi-equilibrium population in one well and none in the next, $z$ falls from $1/(LI_0)$ to zero between the two minima, across a resistance $LI_0/D$. The escape rate to each side is then $\kappa=D/(LI_0)^2$. Independent steps $\pm L$ at rate $\kappa$ each give a variance $2\kappa L^2t$, hence $D_{\rm eff}=\kappa L^2$, in agreement with the general result.

### (d) Lattice master equation

Place sites at $x_i=ih$ with $h=L/N$, and let a carrier hop from $i$ to a neighbour $j$ at the rate $(D/h^2)e^{-(u_j-u_i)/2}$. The two rates of each bond have the ratio required by detailed balance. With site probabilities $p_i$ and $z_i=p_ie^{u_i}$, the net current through a bond is

$$J=\frac D{h^2}e^{-(u_i+u_{i+1})/2}\,(z_i-z_{i+1}).$$

For a steady current, summing $z_{i+1}-z_i$ over one period and then adding the site probabilities of a cell, as in (a), gives the change of cell population

$$\Delta P=-\frac{Jh^2}{D}\sum_{i=1}^{N}e^{(u_i+u_{i+1})/2}\sum_{i=1}^{N}e^{-u_i}.$$

The coarse density gradient is $\Delta P/L^2$. With $L=Nh$ the lattice diffusivity is therefore $D$ divided by the product of the two site averages. The bond energy is

$$\frac{u_i+u_{i+1}}2=a\cos\frac\pi N\,\cos\!\left[q\left(x_i+\frac h2\right)\right].$$

An average over $N$ equally spaced points removes every harmonic whose order is not a multiple of $N$. The first survivor has a coefficient of order $I_N(a)\sim(a/2)^N/N!$, which is negligible here. Hence

$$D_N\approx\frac{D}{I_0(a)\,I_0(a\cos(\pi/N))}\approx D_{\rm eff}\left[1+\frac{\pi^2}{2N^2}\frac{aI_1(a)}{I_0(a)}\right],$$

where the last step uses $I_0'=I_1$.

The numerical solution does not use this formula. It takes modes $p_i=\phi_ie^{ikx_i-\lambda t}$ with periodic $\phi_i$, finds the smallest $\lambda$ by diagonalization, and evaluates $\lambda/k^2$ at small $k$. For $a=1.9341$ this gives $D_N/D=0.22480$, $0.21138$ and $0.21086$ for $N=10$, 50 and 200, against the continuum value $0.21082$. At $N=50$ the expansion predicts an excess of $4.93\times1.328/2500=0.26\%$, which reproduces $0.2114$. A separate stationary solution on a ring of 200 sites, tilted by $0.02\,kT$ per period, gives a mobility ratio of $0.21086$. At $a=5$ the lattice diffusivity is $0.9452$ times $2\pi a e^{-2a}D$, close to the asymptotic factor $1-1/20=0.95$.

### (e) Finite mean free path

Let $m$ be the mass, $\tau$ the momentum relaxation time and $v_{\rm th}=\sqrt{kT/m}$, so that $D=v_{\rm th}^2\tau$. In a weak force $F$ the steady distribution $f(x,v)$ has the moments $n=\int f\,dv$, $j=\int vf\,dv$, $\Pi=\int v^2f\,dv$ and $Q=\int v^3f\,dv$. Particle conservation makes $j$ uniform. To first order in $F$, the next two moments of the kinetic equation are

$$\Pi'+\frac{U'}mn=\frac{F}{m}n_{\rm eq}-\frac j\tau,\qquad Q'+\frac{2U'}mj=-\frac{\nu_2}\tau\left(\Pi-v_{\rm th}^2n\right).$$

Here $\nu_2=1$ for relaxation-time collisions, which replace the velocity by a thermal one. For Fokker–Planck collisions, a sequence of small kicks with friction, $\nu_2=2$. Let $M(v)$ be the normalized thermal velocity distribution. Acting on $nM$, the streaming and force terms produce only the shape $vM$, which both collision models relax at the rate $1/\tau$. At leading order the current-carrying part of $f$ is therefore $jvM/v_{\rm th}^2$. Since the thermal average of $v^4$ is $3v_{\rm th}^4$, this gives $Q=3v_{\rm th}^2j$, which is uniform, so $Q'=0$ and

$$\Pi=v_{\rm th}^2n-\frac{2\tau}{\nu_2m}U'j .$$

Insert this in the first equation and multiply by $\tau$. With $s=qv_{\rm th}\tau$ we have $\tau^2U''/m=-s^2a\cos qx$, and

$$De^{-u}(ne^u)'=\frac{DF}{kT}n_{\rm eq}-j\left[1+\frac2{\nu_2}s^2a\cos qx\right].$$

Multiply by $e^{u}$ and average over a period. The left side vanishes, $n_{\rm eq}e^{u}=z_0=\bar n/I_0$, and $\langle e^u\cos qx\rangle=I_1$. This determines the mobility. To obtain the diffusivity, let $f_{\rm eq}$ be the equilibrium distribution at $F=0$. To first order in $F$, the Boltzmann distribution $f_{\rm eq}(1+Fx/kT)$ also solves the kinetic equation with the force, and it carries no current. Subtracting $f_{\rm eq}Fx/kT$ from the periodic solution therefore leaves a steady state without the force, with the same $j$ and the coarse density gradient $-F\bar n/kT$. Hence $D_{\rm eff}=(kT/F)\,j/\bar n$, and solving for $j/\bar n$ gives

$$\frac{D_{\rm eff}}{D}\approx\frac1{I_0^2}\left[1-\frac2{\nu_2}\,s^2a\frac{I_1(a)}{I_0(a)}\right].$$

The correction is negative because the added resistance is positive at the barrier tops, which carry the largest weight. The formula is the leading order in $s^2$. It describes the start of the crossover to ballistic motion within a period; over many periods the motion is still diffusive.

### (f) Silicon film under a grating gate

At 300 K, $kT=25.852$ meV, so $a=50/25.852=1.934$ and the barrier is 100 meV. The bare diffusivity is $500\times0.025852=12.93$ cm²/s. With $I_0(a)=2.1779$,

$$\frac{D_{\rm eff}}D=\frac1{2.1779^2}=0.211,\qquad D_{\rm eff}=2.73\ {\rm cm^2/s},\qquad\mu_{\rm eff}=105\ {\rm cm^2/Vs}.$$

The large-$a$ formula would give $0.221$, about 5% too high. The low-field condition $|F|L\ll kT$ means an applied field below $25.85$ mV$/500$ nm $\approx0.5$ kV/cm. At that field the drift-diffusion mobility exceeds its low-field value by only 2.3%, and at twice that field by 9%. The built-in field reaches 6.28 kV/cm, but in equilibrium it does not heat the carriers.

The time $L^2/D$ is 193 ps. For release at a well bottom, the 48-site lattice gives these values of $\tfrac12\,d{\rm Var}\,x/dt$ divided by $D$:

| Time (ps) | Spreading rate |
|---:|---:|
| 1 | 0.513 |
| 10 | 0.166 |
| 50 | 0.211 |
| 500 | 0.211 |

These are drift-diffusion values. With the relaxation-time collisions and the $\tau$ given below, inertia moves the first two entries to $0.534$ and $0.159$.

The rate first drops below its final value. Near the minimum the well is harmonic with relaxation rate $Dq^2a=0.395$ ps⁻¹. In a purely harmonic well the variance is $(1-e^{-2Dq^2at})/(q^2a)$, and the scaled rate $e^{-2Dq^2at}$ is $0.45$ at 1 ps and nearly zero at 10 ps. Most of the $0.166$ at 10 ps comes from escape over the barriers: with reflecting walls at the two neighbouring tops, the scaled rate at that time would be only about $0.019$. Few carriers have escaped by then, but each one adds a large squared displacement. For this release, a diffusivity read from the slope of the variance at 10 ps would be too low. For release at a barrier top it would be far too high, because the carriers are then still separating into the two neighbouring wells.

A carrier released 62.5 nm from a barrier top ends with a mean position of 166.0 nm, both on the lattice and from $g(x_0)$. The neighbouring well bottom is at 250 nm. The mean stays short of it because some carriers cross the top and settle on the other side.

**Mean free path.** With a conductivity mass of $0.26\,m_e$, $\tau=73.9$ fs, $v_{\rm th}\tau=9.8$ nm and $s=0.123$. The leading correction is $-2(0.0151)(1.328)=-4.0\%$ for relaxation-time collisions and half that for Fokker–Planck collisions. Numerical solution of the full kinetic equation gives $-3.5\%$ and $-1.9\%$. Both models relax the energy at least as fast as the momentum, whereas much of the scattering in silicon is nearly elastic. If energy relaxation takes four times as long as momentum relaxation, an assumed ratio, the kinetic equation with isotropic elastic scattering in the film plane gives about $-7.4\%$. The figures from the two simple models are therefore likely to be too small for a real film. With $\tau$, $A$ and $T$ held fixed, relaxation-time collisions give $D_{\rm eff}/D=0.203$, $0.188$ and $0.160$ at periods of 500, 250 and 125 nm. The last value is 24% below the drift-diffusion result, whereas the leading correction would predict 64%; the expansion has failed there. The effect of the mass depends on what is held fixed. With the lighter mass $0.19\,m_e$ at the stated mobility, $\tau$ is shorter in proportion and the relaxation-time correction at 500 nm shrinks to $-2.65\%$. Keeping $\tau$ instead would raise the mobility to 684 cm²/Vs and give $-4.6\%$.

**Comparison with a real film.** The mobility and period are rough, plausible values for a lithographically patterned silicon device. The mean sheet density, $10^7$ cm⁻², is deliberately very low, deep in subthreshold. It keeps the density at the well bottom at $3.2\times10^7$ cm⁻², about $8\times10^{-6}$ of the thermal density of states, so degeneracy is negligible. A parallel-plate estimate with 100 nm of oxide puts the carriers' self-charge energy there at 0.6% of $kT$. This is an overestimate, because the density varies over a distance comparable to the oxide thickness.

A real film breaks the assumption of uniform mobility, since the gate field that makes the potential also changes the scattering. If $D$ were 10% higher at the tops and 10% lower in the wells, $D_{\rm eff}$ would rise by 6.7%; to first order the rise is $0.1\,I_1/I_0$. The 10% is an assumed size. Charged defects add a random potential. If it varied along $x$ alone, independently of the grating, with a Gaussian spread $\sigma$, each of the two exponential averages would gain a factor $e^{\sigma^2/2(kT)^2}$. An assumed $\sigma=10$ meV would then lower $D_{\rm eff}$ by 14%. Disorder that also varies across the film plane lets carriers go around the peaks, which this estimate leaves out.

**Smaller effects.** A second harmonic of 5% of $A$, in phase with the first, changes $D_{\rm eff}$ by $-0.4\%$. Its first-order contributions to $\langle e^u\rangle$ and $\langle e^{-u}\rangle$ are equal and opposite, so they cancel in the product. An odd harmonic, which a symmetric grating produces, does not cancel: its first-order contributions to the two averages add, and a third harmonic of 5% of $A$ changes $D_{\rm eff}$ by $-2.1\%$ or $+1.2\%$ according to its sign. Decay of the potential across a 10 nm film, at fixed mean amplitude and with fast mixing across the thickness, has an effect below the printed resolution of 0.001% if the carriers are spread classically over the thickness. Confinement into subbands draws them away from the film surfaces and raises the effect to about 0.1%, which is still negligible. The quantum parameter $(\hbar\omega/kT)^2$, with $\omega=\sqrt{Aq^2/m}$, is $0.0035$, so a classical treatment of the motion along $x$ is reasonable.

**Temperature.** At 350 K with the same $A$, the ratio $D_{\rm eff}/D$ rises from 0.211 to 0.304. This is the change in the potential's effect alone; the bare diffusivity also depends on temperature and must be taken at 350 K. The remaining values are in the numerical output.

## Computed values

```
Temperature: 300 K; kT = 25.852 meV
Period: 500 nm; amplitude A: 50 meV
Barrier 2A: 100 meV; a = A/kT = 1.9341
Largest built-in field: 6.28 kV/cm
I0(a) = 2.1779; I1(a)/I0(a) = 0.6866
Bare mobility: 500 cm2/Vs
Bare diffusivity D: 12.926 cm2/s
D_eff/D = 1/I0(a)^2 = 0.21082
Effective diffusivity: 2.725 cm2/s
Effective mobility: 105.4 cm2/Vs
Diffusion time L^2/D: 193.4 ps
Lattice D_eff/D, 10 sites per period: 0.22480
Lattice D_eff/D, 50 sites per period: 0.21138
Lattice D_eff/D, 200 sites per period: 0.21086
Tilted ring mobility ratio (200 sites): 0.21086
Half variance slope / D, well start, 1 ps: 0.5133
Half variance slope / D, well start, 10 ps: 0.1664
Half variance slope / D, well start, 50 ps: 0.2114
Half variance slope / D, well start, 500 ps: 0.2114
Same at late times, lattice law for 48 sites: 0.2114
Release point from barrier top: 62.5 nm
Final mean position, lattice: 166.0 nm
Final mean position, g(x0): 166.0 nm
a = 5: lattice D_eff / (D 2 pi a exp(-2a)) = 0.9452
Conductivity mass: 0.26 m_e; tau: 73.9 fs
Mean free path v_th tau: 9.77 nm; s = 0.1228
Relaxation-time D_eff/D, period 500 nm: 0.20341
Relaxation-time D_eff/D, period 250 nm: 0.18799
Relaxation-time D_eff/D, period 125 nm: 0.15980
Basis shift at the shortest period: 3.2e-02 %
Inertia change, relaxation time: -3.52 %
Inertia change, Fokker-Planck: -1.93 %
Inertia change, mass 0.19 m_e, same tau: -4.63 %
Change if D is 10 % higher at tops, 10 % lower in wells: 6.69 %
Change from a 5 % second harmonic: -0.397 %
Film: 10 nm; change from decay across it: -0.000 %
Oxide: 100 nm, relative permittivity 3.9
Mean sheet density: 1.0e+07 cm^-2
Well-bottom sheet density: 3.18e+07 cm^-2
Self-charge energy / kT at well bottom: 0.57 %
Well density / thermal density of states: 7.7e-06
Quantum parameter (hbar omega/kT)^2: 3.5e-03
D_eff/D at 350 K, same A: 0.3037
```
